\section*{Comment on Reading Schottky Barriers from the Slope of a Richardson Plot}

\section{The argument under review}

The argument concerns a memory cell that switches at a metal--semiconductor contact. In each of its two resistance states the saturation current density $J$ is found at nine temperatures from 280 to 360 K, and $\ln(J/T^2)$ is plotted against $1/k_BT$. Both plots are straight. The argument then runs as follows.

\begin{quote}
The current is thermionic, so the slope is minus the barrier height. The plots are straight, so the barrier does not depend on temperature. The barriers at 300 K are therefore 1.03 eV in the high-resistance state and 0.79 eV in the low-resistance state, and switching changes the barrier by 0.24 eV. The intercepts are too large, but they only reflect a poorly known prefactor.
\end{quote}

I accept the data and the thermionic mechanism. The question is whether the three conclusions follow from them: that the barrier is constant, that the slope is its value at 300 K, and that the intercept may be set aside.

\section{What the plotted current contains}

Let $\varphi(T)$ be the energy of the barrier top above the Fermi level. An electron at the top with wavevector $\mathbf k$ has energy $\varphi+\hbar^2k^2/2m$, where $m$ is its mass in the semiconductor. Counting two spins, the current density crossing the top in one direction is
\begin{equation}
J=\frac{2e}{(2\pi)^3}\int_{k_x>0}\frac{\hbar k_x}{m}\,f\,d^3k ,
\end{equation}
with $f$ the Fermi function. For $\varphi\gg k_BT$ the occupation is small, and $f\simeq e^{-\varphi/k_BT}e^{-\hbar^2k^2/2mk_BT}$. The integral then separates into
\begin{align}
\int_0^\infty\frac{\hbar k_x}{m}\,e^{-\hbar^2k_x^2/2mk_BT}\,dk_x&=\frac{\hbar}{m}\,\frac{mk_BT}{\hbar^2}=\frac{k_BT}{\hbar},\\
\int\!\!\int e^{-\hbar^2(k_y^2+k_z^2)/2mk_BT}\,dk_y\,dk_z&=\frac{2\pi mk_BT}{\hbar^2}.
\end{align}
Multiplying the two results by $2e/(2\pi)^3=e/4\pi^3$ gives
\begin{equation}
J=A^*T^2e^{-\varphi(T)/k_BT},\qquad A^*=\frac{emk_B^2}{2\pi^2\hbar^3}.
\label{rich}
\end{equation}
The charge enters only as the factor $e$ that turns a particle flux into a current, so the formula has the same form in Gaussian and SI units.

At zero voltage equal currents $J$ cross in both directions. A forward voltage $V$ raises the Fermi level of the semiconductor by $eV$ and multiplies its outgoing flux by $e^{eV/k_BT}$. The return flux is unchanged if the barrier seen from the metal is unchanged. The net current density is then $J(e^{eV/k_BT}-1)$, from which $J$ can be extracted. I assume that this has been done, that the barrier is uniform, that $m$ is constant, and that heating does not alter the memory state.

Nothing in this derivation requires $\varphi$ to be constant. The barrier in the exponent is the one at the temperature of each measurement.

\section{A straight plot does not imply a constant barrier}

Suppose that over the measured range the barrier falls linearly,
\begin{equation}
\varphi(T)=\varphi_0-\alpha T .
\end{equation}
Write $\beta=1/k_BT$. Since $\beta\alpha T=\alpha/k_B$, the logarithm of Eq.~(\ref{rich}) is
\begin{align}
\ln\frac{J}{T^2}&=\ln A^*-\beta(\varphi_0-\alpha T)\nonumber\\
&=\Bigl(\ln A^*+\frac{\alpha}{k_B}\Bigr)-\beta\varphi_0 .
\label{line}
\end{align}
(The logarithms refer to numerical values, with $J$ in A/cm$^2$ and $T$ in K.) The temperature-dependent part of the barrier, divided by $k_BT$, is a constant. It leaves the slope and enters the intercept. The plot is as straight as for a constant barrier, so its straightness cannot decide between the two.

The slope gives $\varphi_0=\varphi(T)+\alpha T$, the value at which the linear law meets $T=0$. The apparent prefactor is $A^*e^{\alpha/k_B}$. If $\alpha=0$, the reading in the argument is correct. If the barrier rises with temperature, $\alpha<0$ and the error changes sign: a barrier of 0.70 eV at 300 K rising by 0.3 meV/K gives a slope energy of $0.70-0.09=0.61$ eV.

The argument's own slopes are reproduced by barriers that are well below them at 300 K. Take 0.85 eV with $\alpha=0.6$ meV/K for the high-resistance state, and 0.70 eV with $\alpha=0.3$ meV/K for the low-resistance state. Let $m$ be 1.3 free-electron masses, so that $A^*=156.2$ A/(cm$^2$K$^2$). I evaluated the flux integral numerically, with the full Fermi function, at nine temperatures from 280 to 360 K.

For the high-resistance state, $\ln(J/T^2)$ is $-30.674$ at 280 K, where $\beta=41.445$ eV$^{-1}$, and $-21.188$ at 360 K, where $\beta=32.235$ eV$^{-1}$. The slope energy is
\begin{equation}
\frac{-21.188+30.674}{41.445-32.235}\ \text{eV}=1.03\ \text{eV}=0.85\ \text{eV}+(0.6\ \text{meV/K})(300\ \text{K}).
\end{equation}
A least-squares line through all nine points gives the same value, and 0.79 eV for the low-resistance state. These are the energies that the argument assigns to the barriers at 300 K.

The intercept, which the argument sets aside, holds the missing information. In the high-resistance state $\alpha/k_B=6.96$, so the apparent prefactor is about 1060 times $A^*$, or $1.65\times10^5$ A/(cm$^2$K$^2$). Combining the slope energy with the true $A^*$ predicts $7.0\times10^{-11}$ A/cm$^2$ at 300 K, whereas the model current is $7.4\times10^{-8}$ A/cm$^2$. Slope and intercept describe the current correctly as a pair. The error comes from keeping one and replacing the other.

\section{The meaning of the slope for a curved barrier}

For any smooth $\varphi(T)$, define the local slope energy $E_R=-d\ln(J/T^2)/d\beta$. From Eq.~(\ref{rich}),
\begin{equation}
E_R=\frac{d(\beta\varphi)}{d\beta}=\varphi+\beta\frac{d\varphi}{dT}\frac{dT}{d\beta}.
\end{equation}
Because $T=1/(k_B\beta)$, we have $dT/d\beta=-T/\beta$, and therefore
\begin{equation}
E_R(T)=\varphi(T)-T\frac{d\varphi}{dT}.
\label{tangent}
\end{equation}
This is the value at $T=0$ of the tangent drawn to $\varphi$ at the measurement temperature. It has the form of an enthalpy, with $\varphi$ as the free energy and $-d\varphi/dT$ as the entropy. It equals the barrier at temperature $T$ only where $d\varphi/dT=0$.

It would therefore also be wrong to rename the slope energy ``the barrier at absolute zero'' without further evidence. Consider a barrier that flattens on cooling,
\begin{equation}
\varphi=\varphi_c-\frac{aT^2}{T+b},\qquad \frac{d\varphi}{dT}=-\frac{aT(T+2b)}{(T+b)^2},
\end{equation}
where $\varphi_c$ is the true barrier at $T=0$. Equation~(\ref{tangent}) gives
\begin{align}
E_R&=\varphi_c+\frac{-aT^2(T+b)+aT^2(T+2b)}{(T+b)^2}\nonumber\\
&=\varphi_c+\frac{abT^2}{(T+b)^2}.
\end{align}
For $T\ll b$ the excess over $\varphi_c$ vanishes as $aT^2/b$. For $T\gg b$ it approaches $ab$, because the barrier is then linear with an extrapolation that lies above the true zero-temperature value.

With $a=0.8$ meV/K, $b=250$ K and a barrier of 0.850 eV at 300 K, the true zero-temperature barrier is 0.981 eV, while the local slope energy at 300 K is 1.040 eV. A line fitted from 280 to 360 K gives 1.043 eV, which is neither barrier. The largest deviation from that line is 0.009 in the logarithm, or about 0.9\% of the current. Ordinary scatter in the data could hide it.

\section{What must be added to the currents}

Currents alone cannot separate the prefactor from the temperature coefficient. Replace $A^*$ by $gA^*$ and $\alpha$ by $\alpha-k_B\ln g$ in Eq.~(\ref{line}), keeping $\varphi_0$ fixed. The intercept changes by $\ln g-\ln g=0$, so every current is the same. For the high-resistance state, twice the prefactor with $\alpha=0.540$ meV/K fits as well as the original pair. The ambiguity is not special to a linear barrier: for any $\varphi(T)$, the pair $gA^*$ and $\varphi(T)+k_BT\ln g$ gives the same currents in Eq.~(\ref{rich}). A wider temperature range does not remove it unless the form of $\varphi(T)$ is fixed by other knowledge.

If $A^*$ and the contact area are known independently, the barrier follows at each temperature from Eq.~(\ref{rich}):
\begin{equation}
\varphi(T)=k_BT\ln\frac{A^*T^2}{J(T)} .
\end{equation}
At 300 K, where $k_BT=25.85$ meV, the high-resistance state gives
\begin{equation}
\varphi=(25.85\ \text{meV})\ln\frac{156.2\times300^2}{7.39\times10^{-8}}=(25.85\ \text{meV})(32.88)=0.850\ \text{eV}.
\end{equation}
An error by a factor $g$ in $A^*$ or in the area shifts this result by $k_BT\ln g$: 18 meV for a factor of two and 28 meV for a factor of three. The slope misses the same barrier by 180 meV. If the prefactor is not known even to this accuracy, the barrier has to be measured by another method at the temperature of interest.

\section{The change of barrier on switching}

Label the high- and low-resistance states H and L. Subtracting their slope energies gives
\begin{equation}
E_H-E_L=\varphi_H(T)-\varphi_L(T)+T(\alpha_H-\alpha_L).
\end{equation}
If the two coefficients are equal, the errors cancel and the slope difference is the barrier change, although neither slope is a barrier. Here they differ, and at 300 K
\begin{equation}
E_H-E_L=0.15\ \text{eV}+(300\ \text{K})(0.3\ \text{meV/K})=0.24\ \text{eV}.
\end{equation}
The barrier changes by 0.15 eV, not by 0.24 eV.

The current ratio shows the consequence. At equal $A^*$ it is
\begin{equation}
\frac{J_L}{J_H}=\exp\frac{0.15\ \text{eV}}{25.85\ \text{meV}}\simeq331 .
\end{equation}
The slope difference with a common prefactor would give $\exp(0.24\ \text{eV}/25.85\ \text{meV})\simeq1.1\times10^4$, too large by a factor of about 33. Using each state's own intercept repairs the estimate. The fitted intercepts are 12.014 for H and 8.533 for L, so
\begin{equation}
\ln\frac{J_L}{J_H}=8.533-12.014+\frac{0.24\ \text{eV}}{25.85\ \text{meV}}\simeq5.80=\ln 331 .
\end{equation}
At 358 K, a hot operating temperature, the barrier difference has fallen to $0.15\ \text{eV}-(58\ \text{K})(0.3\ \text{meV/K})=0.133$ eV and $k_BT$ has grown. The model ratio is then 74.

\section{Would a real contact behave this way?}

The example lies roughly in the regime of platinum on niobium-doped strontium titanate, an interface-type switching system. The barriers are of a plausible size, but the coefficients 0.6 and 0.3 meV/K are illustrative choices, not material constants. I take $3\times10^{18}$ donors per cm$^3$, a static permittivity of 302 at 300 K that varies as $1/(T-35\ \text{K})$, and a mobility of 6 cm$^2$/Vs that varies as $T^{-2.5}$. The donor density is 0.08 of the effective band density of states, so degeneracy is weak. The mobility implies a mean free path of only about 0.4 nm, shorter than the 1.5 nm over which the band falls by $k_BT$ near the interface. Pure thermionic emission is therefore not reached in this material at 300 K, and the collisionless tunnelling estimate below is only indicative. The single mass is a simplification, since this material has several anisotropic bands; an error by a factor of three to five in $A^*$ would shift the barrier found from the current at 300 K by 28 to 42 meV.

Real contacts also break the assumption of a temperature-independent prefactor. If an effect multiplies $J$ by $F(T)$, the definition of $E_R$ and $dT/d\beta=-T/\beta$ give the shift
\begin{equation}
\Delta E_R=-\frac{d\ln F}{d\beta}=k_BT\,\frac{d\ln F}{d\ln T}.
\end{equation}
I estimated four such factors and refitted the line over the same nine temperatures. In these estimates $\varphi$ is the barrier before image-force lowering, which is counted as one of the factors. The shifts below are for the high-resistance state, whose depletion layer at 300 K is 93 nm wide with a maximum field of 0.17 MV/cm.

\begin{itemize}
\item Image-force lowering, with an optical permittivity of 5, is 70 meV at 300 K and shifts the slope energy by $-57$ meV. This is an upper estimate: with the static permittivity the lowering would be multiplied by $\sqrt{5/302}\simeq0.13$, leaving about 9 meV.
\item Tunnelling just below the top, in a semiclassical (WKB) estimate for a parabolic barrier without image-force rounding, doubles the current and shifts the slope energy by $-15$ meV. This too is an upper estimate. It leaves out quantum reflection above the top, and for a top rounded by the image force with an optical permittivity of 5 the net quantum correction to the current at 300 K stays within about 10\%, with a sign that depends on how the potential falls into the metal. For a sharp top ending in an abrupt step of 6 to 10 eV, reflection outweighs tunnelling and the current is multiplied by 0.3 to 0.4 instead.
\item Slow transport to the interface matters because the drift velocity there, $1.0\times10^6$ cm/s, is below the emission velocity, $2.4\times10^6$ cm/s. Transport and emission act in series, so their inverse velocities add. The current is therefore multiplied by $1.0/(1.0+2.4)\simeq0.3$, and the slope energy shifts by $-53$ meV. This uses the full field at the interface; rounding of the top by the image force would slow the transport further and reduce the factor to about 0.2.
\item A Gaussian spread of barriers with an assumed standard deviation of 30 meV doubles the current and shifts the slope energy by $-33$ meV.
\end{itemize}

Multiplying the four factors, as if they were independent, gives slope energies of 0.87 eV and 0.64 eV for the two states. These are rough values, because the first three effects all depend on the shape of the barrier top. Using the static permittivity in the image force would raise these energies by 0.05 to 0.06 eV. With the optical permittivity the first happens to lie near the assumed 0.85 eV, while the second lies below the assumed 0.70 eV; with the static permittivity it is the second that comes close. Such near agreement is an accidental cancellation between $\alpha T$ and the other effects. It does not restore the slope as a measure of the barrier.

The same effects also enter a barrier obtained from a single current. In these estimates the four factors together multiply the high-resistance current at 300 K by about 17. Left uncorrected, they would lower the barrier found from that current by $k_BT\ln17\simeq73$ meV, to 0.78 eV. This is an upper estimate, since the first three factors are. With the optical permittivity in the image force it is larger than the error of the slope, which is about 22 meV; with the static permittivity the order is reversed. If the lowering, the quantum correction and the transport are all evaluated on the same top, rounded with the optical permittivity, the factor falls to about 6 and the two errors become about 45 and 33 meV, so the margin between them is small. A known $A^*$ is therefore not enough: the corrections must be estimated too.

The difference between the slope energies is more robust. It remains 0.235 eV, against an assumed barrier change of 0.15 eV, because each of the four effects shifts both states by nearly the same amount. That robustness belongs to this example, in which both states share the same doping, mobility and barrier spread. If switching changes any of these, their contributions need not cancel.

\section{Requested changes}

The energies 1.03 and 0.79 eV should be reported as Richardson slope energies for 280--360 K, together with their intercepts. The claim that the barriers are constant should be withdrawn, since the straight plots do not support it. Barriers at 300 K should be obtained from the current at 300 K with an independently justified prefactor and contact area, or from a separate measurement at that temperature, with corrections for the effects above where they matter. The current at 300 K should also be measured again after the heating sweep. If it has not returned to its first value, the points may belong to different memory states, and their slope is then not a property of either one.

All numerical values are calculated from the stated model.
